# Finite-Cell Correction of Vertical Charge-Transition Energies with Two Permittivities

## Form of the correction

A defect of charge $q$ sits in a cubic supercell of side $L$, with its ions relaxed. A charge $\Delta q$ is then added so quickly that the ions stay where they are and only the electrons respond. The periodic calculation gives the energy difference $\Delta E_{\rm per}$; the isolated defect has $\Delta E_{\rm iso}$.

Atomic units are used in the algebra, so that energy is charge squared over length. Seen from far away the defect is a point charge and brings no length of its own. In linear response the energy is quadratic in the charges. The leading size error is therefore

$$
\Delta E_{\rm per}-\Delta E_{\rm iso}=-\frac{a\,\Delta q^2+b\,q\Delta q+c\,q^2}{L},
$$

with dimensionless $a,b,c$. If $\Delta q=0$ nothing has happened, so $c=0$. If $q=0$, only electrons screen, so $a$ contains the high-frequency permittivity $\varepsilon_\infty$. The cross term is the energy of the added charge in a potential that the relaxed ions had already screened, so $b$ contains the static permittivity $\varepsilon_0$. The result derived below is

$$
\Delta E_{\rm iso}=\Delta E_{\rm per}+\frac{\alpha_M S}{L}+O(L^{-3}),\qquad
S=\frac{\Delta q^2}{2\varepsilon_\infty}+\frac{q\,\Delta q}{\varepsilon_0},
$$

where $\alpha_M=2.8373$ for a cubic cell.

The assumptions are linear response, scalar permittivities, and charges that are localized, share one centre and have no permanent dipole. Each cell is neutralized by a uniform background, and its mean electrostatic potential is zero. Charges are in units of $+e$, so adding an electron means $\Delta q=-1$.

## Why the cross term is static

Let $x$ collect the electronic polarization variables and $y$ the ionic ones. For a defect charge density $\rho$ the energy is

$$
U=\tfrac12\rho^Tv\rho+\tfrac12x^TAx+x^TBy+\tfrac12y^TCy-x^Tf-y^Tg .
$$

Here $v$ is the bare Coulomb interaction, $A,B,C$ contain the restoring forces and the interactions between dipoles, and $f,g$ are the fields of $\rho$ acting on them. Both are linear in $\rho$. Subscripts 0 and 1 mark the initial and the added charge.

The relaxed initial state satisfies

$$
Ax_0+By_0=f_0,\qquad B^Tx_0+Cy_0=g_0 .
$$

After the addition $y=y_0$ is held, and minimizing over $x$ gives

$$
Ax=f_0+f_1-By_0=Ax_0+f_1,\qquad x=x_0+\delta,\quad \delta=A^{-1}f_1 .
$$

Subtract the initial energy from the final one. The terms quadratic in $y_0$ are the same in both and cancel. What remains is

$$
\begin{aligned}
\Delta E={}&\rho_1^Tv\rho_0+\tfrac12\rho_1^Tv\rho_1
+\delta^T(Ax_0+By_0-f_0)\\
&+\tfrac12\delta^TA\delta-\delta^Tf_1-x_0^Tf_1-y_0^Tg_1 .
\end{aligned}
$$

The bracket vanishes by the first equilibrium condition. Since $A\delta=f_1$, the next two terms sum to $-\tfrac12f_1^TA^{-1}f_1$. Hence

$$
\Delta E=\tfrac12\left[\rho_1^Tv\rho_1-f_1^TA^{-1}f_1\right]
+\left[\rho_1^Tv\rho_0-x_0^Tf_1-y_0^Tg_1\right].
$$

The first bracket is the added charge in its own potential, screened by electrons alone; the factor $\tfrac12$ comes from building that potential up. The second is the added charge in the complete relaxed potential of the initial defect, including its electronic and ionic dipoles. It has no factor $\tfrac12$, because this potential was there beforehand. At long range the two potentials are $\Delta q/(\varepsilon_\infty r)$ and $q/(\varepsilon_0r)$.

## The periodic potential

Let $v_p(\mathbf r)$ be the zero-mean potential of a periodic unit point charge with its background, in vacuum:

$$
v_p(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad V=L^3 .
$$

Multiply each term by $e^{-G^2/4\eta^2}+(1-e^{-G^2/4\eta^2})$. The second part is the transform of $\operatorname{erfc}(\eta r)/r$, whose value at $G\to0$ is $\pi/\eta^2$. This value must be removed to keep the mean at zero. The result is the Ewald sum over lattice vectors $\mathbf R$,

$$
v_p=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
-\frac{\pi}{V\eta^2}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.
$$

Define $w=v_p-1/r$, the potential due to images and background. At the origin the $\mathbf R=0$ term minus $1/r$ tends to $-2\eta/\sqrt\pi$, and the sum gives $w(0)=-\alpha_M/L$.

Near the origin the only source of $w$ is the background of density $-1/V$, so $\nabla^2w=4\pi/V$. Cubic symmetry forbids a linear term and any quadratic term other than $r^2$. Therefore

$$
w(\mathbf r)=-\frac{\alpha_M}{L}+\frac{2\pi}{3V}r^2+\cdots .
$$

The constant acts on the total added charge, whatever its shape. It changes the self term by $\tfrac12\Delta q(-\alpha_M\Delta q/\varepsilon_\infty L)$ and the cross term by $\Delta q(-\alpha_Mq/\varepsilon_0L)$. Their sum is $-\alpha_MS/L$, and the correction has the opposite sign. The next term in $w$ shows why shape enters at order $L^{-3}$.

## Frozen ions as a charge

The initial field is $E=q/(\varepsilon_0r^2)$. The ionic share of the polarization is $P_i=(\varepsilon_0-\varepsilon_\infty)E/4\pi$. This is all the polarization that the ionic displacements cause at a fixed macroscopic field, including the electronic response to them; where local fields matter, it differs from the bare dipoles of the ions. Its bound charge near the defect is minus the flux of $P_i$:

$$
q_i=-4\pi r^2P_i=-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right).
$$

For the electrons, these frozen ions are one more external charge. The final state acts as $Q=q+\Delta q+q_i=\Delta q+q\varepsilon_\infty/\varepsilon_0$, screened by $\varepsilon_\infty$. The initial state, described in the same way, has $Q_0=q\varepsilon_\infty/\varepsilon_0$. The elastic energy is common to both, and

$$
\frac{Q^2-Q_0^2}{2\varepsilon_\infty}
=\frac{\Delta q^2}{2\varepsilon_\infty}+\frac{\Delta q\,Q_0}{\varepsilon_\infty}=S .
$$

This picture settles the case of a final state that is formally neutral. With $\Delta q=-q$ the charge $Q=-q(1-\varepsilon_\infty/\varepsilon_0)$ remains. The relaxed initial energy needs the correction $\alpha_Mq^2/(2\varepsilon_0L)$; adding the vertical correction gives, for the final energy,

$$
\frac{\alpha_M}{L}\left(\frac{q^2}{2\varepsilon_0}+S\right)
=\frac{\alpha_Mq^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),
$$

which is not zero in a polar material.

Three limits are useful. For $q=0$ the correction is purely high-frequency. For $\varepsilon_0=\varepsilon_\infty=\varepsilon$, $S$ becomes $[(q+\Delta q)^2-q^2]/2\varepsilon$, the usual difference of two charged-cell corrections. For $\varepsilon_0\to\infty$ the cross term vanishes, because the ions have hidden the initial charge completely.

If the ions later relax, the whole change is screened by $\varepsilon_0$ and $S$ is replaced by $q\Delta q/\varepsilon_0+\Delta q^2/2\varepsilon_0$. The relaxation energy $\lambda$, vertical minus relaxed, thus needs the correction $+\alpha_MS_\lambda/L$ with $S_\lambda=\tfrac12\Delta q^2(1/\varepsilon_\infty-1/\varepsilon_0)$.

## Potential alignment

Real charge densities have width. Take spherical charges with mean square radii $s_0^2$ and $s_1^2$ in a homogeneous medium. For a pair of points, $\langle|\mathbf r-\mathbf r'|^2\rangle$ is the sum of the two mean square radii. The $r^2$ term of $w$ therefore adds to $\Delta E_{\rm per}$

$$
D=\frac{2\pi}{3V}\left[\frac{\Delta q^2s_1^2}{\varepsilon_\infty}
+\frac{q\Delta q(s_0^2+s_1^2)}{\varepsilon_0}\right].
$$

This can be read off from potentials. At small $G$ a spherical charge has the transform $q(1-G^2s_0^2/6)$. The integral of its potential minus that of a point charge is then $-2\pi qs_0^2/(3\varepsilon_0)$. This difference lives near the defect; since the cell mean is zero, a compensating constant appears far away. For the initial potential and for its sudden change the constants are

$$
C_0=\frac{2\pi qs_0^2}{3\varepsilon_0V},\qquad
C_1=\frac{2\pi\Delta q\,s_1^2}{3\varepsilon_\infty V}.
$$

Inserting them gives $D=\Delta q\,C_0+(\Delta q+q\varepsilon_\infty/\varepsilon_0)C_1$, and so

$$
E_{\rm corr}=\frac{\alpha_MS}{L}-\Delta q\,C_0
-\left(\Delta q+q\frac{\varepsilon_\infty}{\varepsilon_0}\right)C_1 .
$$

In practice $C_0$ is the far-region average of the initial defect potential minus the bulk potential and minus $qv_p/\varepsilon_0$. $C_1$ is the far average of the sudden potential change minus $\Delta q\,v_p/\varepsilon_\infty$. In a crystal the local potential varies within each unit cell, and both offsets can depend on the averaging window by as much as their own size. Potentials here are those felt by a positive charge; a code that prints electron potential energy needs a sign change.

A crystal does not obey this formula fully at order $L^{-3}$. Suppose the inverse permittivities are $1/\varepsilon_0+\beta_0k^2$ and $1/\varepsilon_\infty+\beta_\infty k^2$ at small wavevector $k$. The missing $k=0$ term shifts the periodic cross energy by $-4\pi q\Delta q\beta_0/V$, whereas the offsets give $-4\pi q\Delta q(\beta_0+\beta_\infty\varepsilon_\infty/\varepsilon_0)/V$. In the self term the true shift is $-2\pi\Delta q^2\beta_\infty/V$, and the offsets give twice that. Alignment handles the widths of the charges but miscounts this dispersion, so in a crystal it can enlarge the error that the point-charge correction leaves. This estimate takes $\beta$ as independent of direction. In a cubic crystal it depends on the direction of $\mathbf k$, and the far potential is then not flat. In the lattice below, $\beta_\infty$ is −0.055 Å$^2$ along [100] and +0.056 Å$^2$ along [111]. Its spherical average gives a miscount of only about 1 meV at 12.6 Å, which is too small to account for the alignment errors found there.

## Pseudocode

```text
input: q, dq, L, bulk eps_inf and eps_0
       k = e^2/(4 pi vacuum permittivity)

relax the ions at charge q    -> E_a, potential phi_a
freeze ions; converge at q+dq -> E_b, potential phi_b
bulk cell, same grid          -> phi_bulk

v_p   = Ewald potential of a unit point charge
alpha = -L * (v_p - 1/r at r -> 0)
S     = dq^2/(2 eps_inf) + q*dq/eps_0

C0 = far_average(phi_a - phi_bulk - k*q*v_p/eps_0)
C1 = far_average(phi_b - phi_a - k*dq*v_p/eps_inf)
Q  = dq + q*eps_inf/eps_0

E_corr = k*alpha*S/L
E_align = -dq*C0 - Q*C1    (reported separately)
dE     = E_b - E_a + E_corr
level  = -dE/dq
repeat in a larger cell; compare dE and dE + E_align
```

With $q,\Delta q$ as pure numbers, energies in eV and potentials in volts, the products in `E_corr` and `E_align` are in eV. The line for `level` follows from equal energies at electron chemical potential $\mu$: $E_a+q\mu=E_b+(q+\Delta q)\mu$ gives $\mu=-\Delta E/\Delta q$. The level thus moves by $-E_{\rm corr}/\Delta q$. Band edges must be referred to the bulk mean potential.

The cost is one ionic relaxation and one further self-consistent calculation per cell, plus the bulk potential and the bulk permittivities. The Ewald constant needs a short sum, and alignment takes time proportional to the number of grid points.

## Worked example

The model is an fcc lattice of polarizable sites with cubic constant $a=4.2$ Å, $\varepsilon_\infty=4$ and $\varepsilon_0=10$. Each site carries an electronic and an ionic dipole. In a cubic lattice the local field is $E+4\pi P/3$, so a site of volume $\Omega$ and polarizability $\alpha$ has $P=\alpha(E+4\pi P/3)/\Omega$. With $P=(\varepsilon-1)E/4\pi$ this gives

$$
\alpha=\frac{3\Omega}{4\pi}\frac{\varepsilon-1}{\varepsilon+2}.
$$

The electronic value follows from $\varepsilon_\infty$, the sum of both from $\varepsilon_0$. The dipoles are Gaussians of width $0.10a$; the resulting long-wave permittivities are 3.999 and 9.993. The initial and added charges are Gaussians of widths 0.63 and 0.84 Å at an octahedral site.

The energy functional was minimized by linear algebra in Fourier space, first over all dipoles and then over the electronic ones alone, for cells from 12.6 to 37.8 Å. The isolated limit comes from a least-squares fit in the powers $1,L^{-1},L^{-3},L^{-5}$ to the cells from 16.8 Å upwards, with the $1/L$ coefficient left free. The energies include the self-energy of the model charges, so they are not defect levels; the quantity of interest is their dependence on $L$.

For $+1\to0$,

$$
S=\frac1{8}-\frac1{10}=0.025 .
$$

With $e^2/(4\pi\epsilon_{\rm vac})=14.40$ eV Å, the factor common to all cases at 12.6 Å is $14.40\times2.8373/12.6=3.243$ eV. The correction is $3.243\times0.025=0.081$ eV. It takes the raw 0.0934 eV to 0.1745 eV, against a fitted limit of 0.1734 eV. The level moves up by 0.081 eV.

For $+1\to+2$, $S=1/8+1/10=0.225$. The correction of 0.730 eV takes 1.306 eV to 2.035 eV, against a limit of 2.023 eV. The level moves down by 0.730 eV. Without correction, even the 37.8 Å cell gives 1.780 eV, which is 0.243 eV too low.

For $0\to+1$, $S=0.125$; the correction is 0.405 eV and leaves an error of 0.007 eV. The free fits give $S=0.0247$, 0.2253 and 0.1250 for the three cases in turn.

The cell and raw energy are now held fixed, and only the factor multiplying $\alpha_M/L$ is changed. The errors relative to the fitted limits, in eV, are:

| Screening | $+1\to0$ | $+1\to+2$ |
|---|---:|---:|
| $S$ above | 0.001 | 0.012 |
| all $\varepsilon_0$ | −0.242 | −0.231 |
| all $\varepsilon_\infty$ | −0.485 | 0.499 |
| final $\varepsilon_\infty$, initial $\varepsilon_0$ | −0.242 | 0.742 |

The last three rows use differences of total charge squared. In the first column the second and fourth rows agree because the final total charge is zero. The fourth recipe fails because it screens the whole final charge as if it had all been added suddenly.

The small remainders need care. For $+1\to+2$ the error falls from 12 meV at 12.6 Å to 3 meV at 16.8 Å; a pure $L^{-3}$ law would give 5 meV. Higher powers therefore matter in the smallest cell, and an $L^{-3}$ extrapolation from these two cells would mislead. For $+1\to0$ the errors are 1.1, 1.5, 0.9 and 0.5 meV at 12.6, 16.8, 25.2 and 37.8 Å. Omitting the smallest fitted cell moves the limit by less than 0.1 meV, but this does not bound the error of the fit, and a change of only 0.1 or 0.2 meV in the limit would alter the apparent decay in the large cells. These cells alone do not establish a power law for that case. Cells up to 100.8 Å move the limits to 0.17354 eV for $+1\to0$ and 2.02285 eV for $+1\to+2$, shifts of about 0.15 meV, and the $+1\to0$ errors become 1.0, 1.4, 0.8 and 0.3 meV. With the lattice permittivities 3.999 and 9.993 in $S$, that error approaches an $L^{-3}$ decay only in cells of about 50 Å and larger.

Alignment was evaluated separately in a homogeneous medium with the same permittivities, charge widths and 12.6 Å cell. The isolated energy there is a radial integral over wavevectors. For $+1\to+2$, $C_0=0.0018$ V, $C_1=0.0080$ V and $Q=1.4$, so the alignment term is $-0.0018-1.4\times0.0080=-0.013$ eV. For $+1\to0$, $C_1$ changes sign and $Q=-0.6$, giving $0.0018-0.6\times0.0080=-0.003$ eV. These terms cancel the errors left by the point-charge correction in that medium. In the lattice they are unreliable. At 12.6 Å, offsets averaged over a far cube of side $a$ change the $+1\to+2$ error from 0.012 eV to between about −0.015 and −0.06 eV for centres near the cell corner, and to +0.12 eV for a cube at the midpoint of a cell edge. Narrower averaging windows near the corner give anything from about +0.05 to −0.05 eV, so a small error obtained in this way can be an accident of the window. The lattice results above therefore use the point-charge correction alone.

## Stability and failure modes

When $q$ and $\Delta q$ have opposite signs, the two parts of $S$ compete. To first order,

$$
\delta S=-\frac{\Delta q^2}{2\varepsilon_\infty}\frac{\delta\varepsilon_\infty}{\varepsilon_\infty}
-\frac{q\Delta q}{\varepsilon_0}\frac{\delta\varepsilon_0}{\varepsilon_0}.
$$

For $+1\to0$, a 10% rise in $\varepsilon_\infty$ alone changes $S$ by $-0.0125$ in this first-order estimate and by $-0.0114$ exactly. That is nearly half its value, and it lowers the correction by about 0.04 eV at 12.6 Å. A small correction can thus have a large relative uncertainty. The permittivities should come from the same level of theory as the defect energies, since the correction must remove the image interaction as it is screened in that calculation.

The point-charge form fails when the added carrier spreads through the cell: there is then no localized $\Delta q$ to correct. A rough measure of image overlap comes from a one-dimensional square well, 2.5 eV deep and 4 Å wide, with mass $0.5m_e$. Finite differences give a binding energy $E_b=1.28$ eV. Outside the well the state decays over $\hbar/\sqrt{2mE_b}=2.44$ Å. Wells repeated every 12.6 Å are 8.6 Å apart from edge to edge, so the decay factor across the gap is $e^{-8.6/2.44}=0.03$. In this one-dimensional row the level becomes a band about 0.08 eV wide, as large as the $+1\to0$ correction above. The width for a real defect depends on its state. Electrostatics does not remove such band formation.

Other failures have definite remedies. In an anisotropic crystal, $4\pi/(\varepsilon G^2)$ becomes $4\pi/(\mathbf G\cdot\boldsymbol\varepsilon\mathbf G)$, with the high-frequency tensor in the self term and the static one in the cross term. If the two charges have different centres, the cross term needs $w=v_p-1/r$ at their separation in place of $w(0)$. If the ions move during the second calculation, the energy is no longer vertical.

## Real materials and temperature

The values $\varepsilon_\infty=4$ and $\varepsilon_0=10$ are round numbers in the rough range of wide-gap polar oxides; the lattice does not represent a particular one. Real oxides can be anisotropic, and their computed permittivities carry errors. If both permittivities are 10% higher, the $+1\to+2$ correction at 12.6 Å falls by 0.066 eV, more than the 0.012 eV remainder of the model. Silicon is the nonpolar contrast: its two permittivities nearly coincide, at roughly 12, so a single one serves. In a cell of about 16.3 Å, $+1\to+2$ then needs $14.40\times2.8373\times(1.5/12)/16.3=0.31$ eV, provided the defect state is localized; shallow dopant states in silicon are not localized on this scale.

Phonons broaden the transition, even at zero temperature. Let one effective phonon of energy $\hbar\omega$ shift the transition energy by $g(b+b^\dagger)$, where $b$ lowers the phonon number. Completing the square in $\hbar\omega b^\dagger b+g(b+b^\dagger)$ lowers the energy by $\lambda=g^2/\hbar\omega$. The thermal average of $(b+b^\dagger)^2$ is $\coth(\hbar\omega/2k_BT)$, so the rms width is

$$
\sigma_E=\sqrt{\lambda\hbar\omega\coth(\hbar\omega/2k_BT)} .
$$

The lattice gives $\lambda=0.883$ eV after extrapolation by the same fit. With a chosen phonon energy of 0.06 eV at 300 K, $\sigma_E=0.25$ eV; zero-point motion alone would give 0.23 eV. This is a physical linewidth about the vertical energy, whereas the cell correction shifts the computed energy itself; one cannot stand in for the other.
